\section*{Quadratic free-energy error and the variational minimum in smearing schemes for metals, part 1}

(Sections cited here and not found follow in the second part.)

\section{The form of the smearing error}

Consider independent electrons in a metal at fixed electron number $N$, with the step in the occupations smoothed over an energy $\sigma$. Let $F$ be the free energy, $E_0$ its value at $\sigma=0$, and $g,g',g''$ the density of states and its derivatives at the unsmeared Fermi level $\varepsilon_F$. The difference $F-E_0$ cannot depend on $\varepsilon_F$, because the zero of energy is arbitrary, nor on $N$, because a deep filled band changes $N$ and is untouched by the smoothing. It is extensive, hence homogeneous of degree one in the density of states, and it must stay finite when $g'$ or $g''$ vanishes. A term $\sigma^k g^{1-a-b}g'^a g''^b$ with integers $a,b\ge0$ is an energy only if $k=2+a+2b$, and higher derivatives of $g$ enter at $k\ge5$. If a power series exists, it is therefore
\begin{equation}
F-E_0=c_2\,\sigma^2 g+c_3\,\sigma^3 g'+\sigma^4\Big(c_4\,g''+\bar c_4\,\frac{g'^2}{g}\Big)+\dots
\label{form}
\end{equation}
with pure numbers $c_k$ fixed by the shape of the smoothing. Reflecting the spectrum about $\varepsilon_F$ (electrons become holes) reverses $g'$ and reflects the shape, so $c_3=0$ for an even shape. No symmetry of this kind removes $c_2$.

\section{Definitions and theorem}

Levels $\varepsilon_i$ carry weights $w_i>0$ ($k$-point weight times spin degeneracy), and $x_i=(\mu-\varepsilon_i)/\sigma$. The broadening $\tilde\delta$ is a real function with $\int(1+t^2)|\tilde\delta|\,dt<\infty$ and moments $M_k=\int t^k\tilde\delta\,dt$, $M_0=1$, $M_1=0$. The occupation per spin state and the generalized entropy (dimensionless, $k_B$ absorbed in $\sigma$) are
\begin{equation}
f(x)=\int_{-\infty}^x\tilde\delta\,dt,\qquad s(x)=-\int_{-\infty}^x t\,\tilde\delta\,dt .
\end{equation}
$M_0=1$ gives $f(\infty)=1$, and $M_1=0$ gives $s(\infty)=0$, so a deep level carries no entropy. Further, $E=\sum_iw_i\varepsilon_if(x_i)$, $S=\sum_iw_is(x_i)$, $F=E-\sigma S$, and $\mu$ solves $\sum_iw_if(x_i)=N$.

\paragraph{Theorem.}
(A) If $\tilde\delta\ge0$, then $M_2>0$; if $0\le\tilde\delta\le h$, then $M_2\ge1/(12h^2)$.

(B) If $\tilde\delta\ge0$, then $F\le E_0$ for every spectrum. For either sign of $\tilde\delta$, if $\int|t|^5|\tilde\delta|\,dt<\infty$, the spectrum is bounded, $g>0$, and $g(\varepsilon)$ has three continuous derivatives near $\varepsilon_F$, and $\mu$ is taken as the root that tends to $\varepsilon_F$ as $\sigma\to0$ (a broadening of either sign can admit other roots), then $F-E_0=a_2\sigma^2+a_3\sigma^3+a_4\sigma^4+O(\sigma^5)$ with
\begin{equation}
a_2=-\frac{M_2g}{2},\quad a_3=\frac{M_3g'}{6},\quad a_4=-\frac{M_4g''}{24}+\frac{M_2^2g'^2}{8g}.
\label{series}
\end{equation}

(C) If $M_2=0$, then $f$ is not monotonic, $s<0$ somewhere, and there are $x_1<x_2$ with $f(x_1)=f(x_2)$ and $s(x_1)\ne s(x_2)$.

(D) For fixed levels with $\tilde\delta$ continuous near each $x_i$, $\tilde\delta_i\equiv\tilde\delta(x_i)\ne0$ and $\Sigma\equiv\sum_iw_i\tilde\delta_i\neq0$, $F$ is stationary under changes of occupation at fixed $N$, and the number of independent descending directions is $n_-$ if $\Sigma>0$ and $n_--1$ if $\Sigma<0$, where $n_-$ counts the levels with $\tilde\delta_i<0$.

Parts (A) and (C) hold without condition on the spectrum. The $\sigma^2$ bias needs a metal, and the loss of the minimum needs levels where $\tilde\delta<0$.

\section{Four schemes}

Let $G(u)=e^{-u^2}/\sqrt\pi$, with averages $\langle u^2\rangle=\frac12$, $\langle u^4\rangle=\frac34$, $\langle u^6\rangle=\frac{15}8$, and let $\Phi(x)=\frac12[1+\operatorname{erf}x]$, so that $\Phi'=G$ and $G'=-2uG$.

Fermi--Dirac (FD) has $f=1/(1+e^{-x})$, $\tilde\delta=f(1-f)=\sum_{n\ge1}(-1)^{n+1}ne^{-n|x|}$ and $s=-f\ln f-(1-f)\ln(1-f)$. With $\int_0^\infty t^ke^{-nt}dt=k!/n^{k+1}$, $M_2=4\sum(-1)^{n+1}n^{-2}=\pi^2/3$ and $M_4=48\sum(-1)^{n+1}n^{-4}=7\pi^4/15$.

Gaussian smearing (GA) has $\tilde\delta=G$, $f=\Phi$, $s=G/2$, $M_2=\frac12$, $M_4=\frac34$.

First-order Methfessel--Paxton (MP) has $\tilde\delta=(\frac32-x^2)G$, $f=\Phi+xG/2$, $s=(1-2x^2)G/4$; differentiation returns $\tilde\delta$ and $-x\tilde\delta$. Then $M_2=\frac32\cdot\frac12-\frac34=0$ and $M_4=\frac32\cdot\frac34-\frac{15}8=-\frac34$. It is negative for $|x|>\sqrt{3/2}$.

Marzari--Vanderbilt cold smearing (MV) has, with $u=x-\alpha$ and $\alpha=1/\sqrt2$, $\tilde\delta=(1-\sqrt2u)G(u)$, $f=\Phi(u)+\alpha G(u)$, $s=-\alpha uG(u)$. Expanding $(u+\alpha)^k$ and keeping even powers of $u$,
\begin{align*}
M_1&=\alpha-\sqrt2\cdot\tfrac12=0,\qquad M_2=\tfrac12+\alpha^2-\sqrt2\cdot2\alpha\cdot\tfrac12=0,\\
M_3&=\tfrac32\alpha+\alpha^3-\sqrt2\,(\tfrac34+\tfrac32\alpha^2)=-1/\sqrt2,\\
M_4&=\tfrac34+3\alpha^2+\alpha^4-\sqrt2\,(3\alpha+2\alpha^3)=-\tfrac32 .
\end{align*}
It is negative for $x>\sqrt2$. The program tests these forms and moments against quadrature of the definitions.

\section{Proof of (A)}

\paragraph{Lemma 1.} $f$ is nondecreasing if and only if $\tilde\delta\ge0$ almost everywhere; $ds/df=-x$ where $\tilde\delta$ is continuous and nonzero; $\int s\,dx=M_2$; and $\tilde\delta\ge0$ implies $s\ge0$.

\emph{Proof.} $f(b)-f(a)=\int_a^b\tilde\delta\,dt$ is nonnegative for all $a<b$ exactly when $\tilde\delta\ge0$ almost everywhere. Dividing $s'=-x\tilde\delta$ by $f'=\tilde\delta$ gives the slope. Because $M_1=0$, $s(x)=\int_x^\infty t\tilde\delta\,dt$ as well. This form for $x>0$ and the definition for $x<0$ give $s\ge0$ when $\tilde\delta\ge0$, and in general $|xs(x)|\le\int_{|t|>|x|}t^2|\tilde\delta|\,dt\to0$. Integrating by parts, $\int s\,dx=[xs]-\int xs'\,dx=M_2$. $\square$

\emph{Proof of (A).} If $\tilde\delta\ge0$ and $\int t^2\tilde\delta\,dt=0$, the nonnegative integrand vanishes almost everywhere, so $\tilde\delta=0$ almost everywhere, which contradicts $M_0=1$. For the bound let $r=1/(2h)$ and let $b(t)$ equal $h$ for $|t|\le r$ and $0$ outside, so that $\int b\,dt=1$. Inside, $t^2-r^2\le0$ and $\tilde\delta-b\le0$; outside, both are $\ge0$. Hence
\begin{equation*}
0\le\int(t^2-r^2)(\tilde\delta-b)\,dt=M_2-\tfrac23hr^3-r^2(1-1),
\end{equation*}
and $\frac23hr^3=1/(12h^2)$. $\square$

\paragraph{Remark.} A small $M_2$ alone means nothing, since narrowing $\tilde\delta$ amounts to lowering $\sigma$. One measure of smoothing that is unaffected by this rescaling is the steepest slope $|df/d\varepsilon|_{\max}=h/\sigma\equiv1/W$, with $h$ the largest value of $\tilde\delta$; the width at half height is another, and it gives a somewhat different ratio of $\sigma$ between schemes. The bound reads $\sigma^2M_2\ge W^2/12$, so by (B) a monotonic scheme has $|F-E_0|\ge gW^2/24$ to leading order. The lower bound on $M_2$ is $1.333$ for FD ($M_2=3.290$) and $0.262$ for GA ($M_2=0.500$). As an independent test, a linear program over piecewise constant $\tilde\delta$ on $[-3,3]$ with $h=0.5$ finds the minimum $0.333333$, finds $M_2=0$ infeasible, and finds it feasible once $\tilde\delta\ge-0.05$ is allowed.

\section{Proof of (B)}

\paragraph{Lemma 2.} With $\Omega_\sigma(\mu)=E-\sigma S-\mu N_\sigma(\mu)$, $N_\sigma=\sum_iw_if(x_i)$ and $\Omega_0(\mu)=\sum_iw_i\min(0,\varepsilon_i-\mu)$,
\begin{equation}
\Omega_\sigma(\mu)=\int\tilde\delta(t)\,\Omega_0(\mu-\sigma t)\,dt,\quad N_\sigma(\mu)=\int\tilde\delta(t)\,N_0(\mu-\sigma t)\,dt ,
\label{conv}
\end{equation}
and $S=-\int t\,\tilde\delta(t)N_0(\mu-\sigma t)\,dt$, where $N_0(\mu)$ counts the states below $\mu$.

\emph{Proof.} For one level $\varepsilon-\mu=-\sigma x$, so $(\varepsilon-\mu)f-\sigma s=-\sigma\int_{-\infty}^x(x-t)\tilde\delta\,dt$. Since $-\sigma(x-t)=\varepsilon-(\mu-\sigma t)$, and $t<x$ is the same as $\varepsilon<\mu-\sigma t$, this equals $\int\tilde\delta\,\min(0,\varepsilon-\mu+\sigma t)\,dt$. The same rewriting of $t<x$ in $f$ and $s$, summed over levels, gives the rest. $\square$

\emph{The inequality.} Each $\min(0,\varepsilon-\mu)$ is concave in $\mu$, so $\Omega_0$ lies below a supporting line, $\Omega_0(\mu-\sigma t)\le\Omega_0(\mu)+p\sigma t$. Multiplying by $\tilde\delta\ge0$ keeps the inequality, and integration with $M_1=0$ gives $\Omega_\sigma(\mu)\le\Omega_0(\mu)$. If $n_i\in[0,1]$ are the ground-state occupations, $E_0-\mu N=\sum_iw_in_i(\varepsilon_i-\mu)\ge\Omega_0(\mu)$ term by term. Thus $F=\Omega_\sigma+\mu N\le\Omega_0+\mu N\le E_0$.

\emph{The series.} For a continuous spectrum $\Omega_0'=-N_0$ and $\Omega_0''=-g$. For $\mu$ near $\varepsilon_F$, let $R(y)$ be $\Omega_0(\mu-y)$ minus its fourth-order Taylor polynomial. For small $|y|$, $|R|\le C|y|^5$ by Taylor's theorem; for $|y|$ above a fixed value the same bound holds, because $\Omega_0$ grows at most linearly and the polynomial as $y^4$. Setting $y=\sigma t$ in (\ref{conv}), the order $k\ge2$ contributes $(-\sigma)^kM_k\,\Omega_0^{(k)}/k!$ with $\Omega_0^{(k)}=-g^{(k-2)}$:
\begin{align}
\Omega_\sigma&=\Omega_0-\tfrac{\sigma^2M_2}{2}g(\mu)+\tfrac{\sigma^3M_3}{6}g'(\mu)-\tfrac{\sigma^4M_4}{24}g''(\mu)+O(\sigma^5),\label{om}\\
N_\sigma&=N_0(\mu)+\tfrac{\sigma^2M_2}{2}g'(\mu)+O(\sigma^3).\nonumber
\end{align}
Since $N_\sigma=N_0+O(\sigma^2)$ uniformly near $\varepsilon_F$ and $N_0'=g>0$ there, the continuous function $N_\sigma-N$ changes sign within $O(\sigma^2)$ of $\varepsilon_F$, so a root with $\mu\to\varepsilon_F$ exists. Put $\mu=\varepsilon_F+\Delta$. With $N_0(\mu)=N+g\Delta+O(\Delta^2)$ and $g>0$, the condition $N_\sigma=N$ gives $\Delta=-\sigma^2M_2g'/(2g)+O(\sigma^3)$. Because $\Omega_0'(\varepsilon_F)=-N$ and $\Omega_0(\varepsilon_F)+\varepsilon_FN=E_0$, the terms linear in $\Delta$ cancel: $\Omega_0(\mu)+\mu N=E_0-\frac12g\Delta^2+O(\Delta^3)$. In (\ref{om}), $g(\mu)=g+g'\Delta+O(\sigma^4)$, and the other terms may be taken at $\varepsilon_F$ with error $O(\sigma^5)$. The two pieces containing $\Delta$ are
\begin{equation*}
-\tfrac12g\Delta^2-\tfrac12\sigma^2M_2g'\Delta=\sigma^4\frac{M_2^2g'^2}{g}\Big(-\frac18+\frac14\Big)+O(\sigma^5),
\end{equation*}
which completes (\ref{series}) and fixes the constants of (\ref{form}). $\square$

\paragraph{Lemma 3.} Let the levels depend smoothly on a parameter $\lambda$, let $\tilde\delta$ be continuous near the $x_i$ with $\Sigma=\sum_iw_i\tilde\delta_i\ne0$, and follow one root $\mu$. Then at fixed $N$, for either sign of $\tilde\delta$, $dF/d\lambda=\sum_iw_if_i\,d\varepsilon_i/d\lambda$ and $dF/d\sigma=-S$.

\emph{Proof.} Since $\Sigma\ne0$, the condition of fixed $N$ makes $\mu$ a differentiable function of $\lambda$ and $\sigma$; at $\Sigma=0$ the root can disappear. By $f'=\tilde\delta$ and $s'=-x\tilde\delta$, a change $dx_i$ alters $F$ by $\sum_iw_i\tilde\delta_i(\varepsilon_i+\sigma x_i)\,dx_i=\mu\sum_iw_i\tilde\delta_i\,dx_i=\mu\,dN=0$. Only the explicit dependence on $\lambda$ and $\sigma$ remains. $\square$

\paragraph{Remarks.} The Taylor argument applied to $S$ in Lemma 2 gives its series, $S=\sigma M_2g-\frac12\sigma^2M_3g'+\dots$, which by Lemma 3 is $-\sum_kka_k\sigma^{k-1}$. Such sums are asymptotic expansions in $\sigma$: they hold when cut off at an order that the moments of $\tilde\delta$ and the derivatives of $g$ allow, and they need not converge. In this sense
\begin{equation}
E-E_0=\sum_k(1-k)a_k\sigma^k,\qquad \tfrac12(E+F)-E_0=\sum_k(1-\tfrac k2)a_k\sigma^k .
\label{weights}
\end{equation}
A monotonic scheme shifts $F$ down and $E$ up by $\sigma^2M_2g/2$, and the shift cancels in $(E+F)/2$. Forces are derivatives of $F$ by Lemma 3 and keep the term $\sigma^2\,da_2/d\lambda$; removing it there is what $M_2=0$ achieves. The hypotheses of the series are not met, and (\ref{series}) is not established, when $\varepsilon_F$ lies at a van Hove singularity or band edge, when the $k$ mesh does not resolve $\sigma$, when the tails of $\tilde\delta$ are too heavy for the moments to exist, and in a gap.

For the gap take two levels $\pm\Delta_g/2$, $w=1$, $N=1$ and FD, so that $\mu=0$ by symmetry. Here $(xf+s)'=f$ gives $xf+s=\ln(1+e^x)$, and with $z=\Delta_g/2\sigma$,
\begin{equation*}
F=-\sigma\ln(1+e^{z})-\sigma\ln(1+e^{-z})=-\tfrac12\Delta_g-2\sigma\ln(1+e^{-z}).
\end{equation*}
For $\Delta_g=1$ eV, $F-E_0$ is $-1.343$ meV at $\sigma=0.1$ eV and $-0.00454$ meV at $0.05$ eV. The ratio is $295.8$, close to $2e^5$, where a $\sigma^2$ law would give $4$.

We have shown that a nonnegative broadening always has $M_2>0$, and hence a $\sigma^2$ error in the free energy of a metal whose density of states is smooth and nonzero near $\varepsilon_F$. It remains to prove (C) and (D), which say what $M_2=0$ does to the occupations and entropy and when negative $\tilde\delta$ removes the minimum of $F$, and to test the results on a worked example.

Numbers in the example were calculated in double precision.
